# The interchange theorem and the polarizability of two-electron ions, part 2

We seek the static dipole polarizability $\alpha$ of two-electron ions to first order in the electron repulsion, in Hartree atomic units, for a nonrelativistic model with a fixed point nucleus of charge $Z$. Scaling $\mathbf r\to\mathbf r/Z$ gives $H_{\rm phys}=Z^2H$, $H=H_0+\lambda V+fW$, with field $F$ along $z$ and
$$H_0=h_1+h_2,\quad h=-\tfrac12\nabla^2-\frac1r,\quad V=\frac1{r_{12}},\quad W=z_1+z_2,\quad \lambda=\frac1Z,\quad f=\frac{F}{Z^3}.$$
Here $E=\sum E_{mn}\lambda^mf^n$, $\psi=\sum\psi_{mn}\lambda^mf^n$, $|mn\rangle=\psi_{mn}\perp\psi_{00}$ for $(m,n)\neq(0,0)$, $A=H_0-E_{00}$, $E_{00}=-1$, $E_{01}=0$, $\psi_{00}=\varphi_0(1)\varphi_0(2)$, $\varphi_0=e^{-r}/\sqrt\pi$.
$$A\psi_{10}+(V-E_{10})\psi_{00}=0, \tag{1}$$
$$A\psi_{02}+(W-E_{01})\psi_{01}-E_{02}\psi_{00}=0. \tag{3}$$

**Theorem 1.**
(b) $\langle10|W-E_{01}|01\rangle=\langle00|V|02\rangle$.
(c) $E_{12}=\langle01|V-E_{10}|01\rangle+2\,\mathrm{Re}\langle00|V|02\rangle$.
(d) With $\Phi(f)=\sum_n\psi_{0n}f^n$, every $E_{1n}$ is the coefficient of $f^n$ in $\langle\Phi|V|\Phi\rangle/\langle\Phi|\Phi\rangle$.

The matrix model in the printed output tests this theorem on random Hermitian $5\times5$ matrices.

**Remark 3.** If $V$ splits a degenerate $E_{00}$ proportionally to $\lambda$ and $W$ connects the split states, the $f^2$ energy behaves as $f^2/\lambda$.

$$Z^4\alpha=a_0+\frac{a_1}{Z}+\frac{a_2}{Z^2}+\dots,\qquad a_m=-2E_{m2}. \tag{7}$$
$$Z^4\alpha=2\langle\psi|W\,G\,W|\psi\rangle. \tag{8}$$
In (8), $\psi$ is the normalized field-free ground state of $H_0+\lambda V$ and $G$ its reduced resolvent; (8) equals $-2E^{(2)}$, with $E^{(2)}$ the $f^2$ energy coefficient.

**Lemma 2.** (8) is analytic in $\lambda$ near $0$, with Taylor coefficients $-2E_{m2}$.

**Theorem 2** (still to be proved). For $1s^2\,{}^1S$, as $Z\to\infty$,
$$\alpha=\frac{9}{Z^4}+\frac{207}{16\,Z^5}+O(Z^{-6}).$$

**Corollary** (still to be proved). $\alpha=9/(Z-\sigma)^4+O(Z^{-6})$ holds if and only if $\sigma=23/64$. The equivalence extends through $Z^{-5}$ and no further.

**Lemma 3.** One electron in $h+fz$ has $\varphi(f)=\varphi_0(1+fg_1+f^2g_2+\dots)$ and energy $-\tfrac12+e_2f^2+\dots$, with $\mu=\cos\theta$, Legendre polynomials $P_l(\mu)$ and
$$g_1=-s(r)P_1,\quad s=r+\tfrac12r^2,\qquad g_2=a(r)+b(r)P_2,\qquad e_2=-\tfrac94,$$
$$a=-\tfrac{81}{16}+\tfrac34r^2+\tfrac14r^3+\tfrac1{24}r^4,\qquad b=\tfrac58r^2+\tfrac5{12}r^3+\tfrac1{12}r^4 .$$
Averages over $\varphi_0^2$ are $\langle\cdot\rangle$: $\langle r^k\rangle=4(k+2)!/2^{k+3}$, $\langle g_1^2\rangle=\tfrac{43}8$.

**Lemma 4.** Let $(p|q)=\iint p(\mathbf r_1)q(\mathbf r_2)r_{12}^{-1}d^3r_1d^3r_2$ and $n(f)=\varphi^2/\langle\varphi|\varphi\rangle=n_0+fn_1+f^2n_2+\dots$ Then $\Phi=\varphi(1)\varphi(2)$, $E_{02}=2e_2$ and
$$E_{12}=2(n_0|n_2)+(n_1|n_1), \tag{10}$$
with $n_0=\varphi_0^2$ (potential $v_0$), $n_1=2g_1\varphi_0^2$, and the spherical part of $n_2$ equal to $\varphi_0^2\,p(r)$,
$$p=-\tfrac{31}2+\tfrac{11}6r^2+\tfrac56r^3+\tfrac16r^4 .$$

**Lemma 5.** $2(n_0|n_2)=-\dfrac{1923}{256}$ and $E_{10}=\dfrac58$.

*Proof.* The potential of a spherical charge is the enclosed charge over $r$ plus the contribution of the outer shells. Repeated integration by parts gives $\int_0^r4x^2e^{-2x}dx=1-e^{-2r}(1+2r+2r^2)$ and $\int_r^\infty4xe^{-2x}dx=e^{-2r}(1+2r)$. Hence
$$v_0(r)=\frac1r-e^{-2r}\Big(\frac1r+2+2r\Big)+e^{-2r}(1+2r)=\frac1r-e^{-2r}\Big(1+\frac1r\Big).$$
With $\int_0^\infty r^me^{-4r}dr=m!/4^{m+1}$,
$$\langle r^kv_0\rangle=\langle r^{k-1}\rangle-4\Big[\frac{(k+2)!}{4^{k+3}}+\frac{(k+1)!}{4^{k+2}}\Big].$$
For $k=0$ this is $1-4[\tfrac2{64}+\tfrac1{16}]=\tfrac58$, which is $E_{10}=(n_0|n_0)$. For $k=2$ it is $\tfrac32-4[\tfrac{24}{1024}+\tfrac6{256}]=\tfrac32-\tfrac3{16}=\tfrac{21}{16}$. For $k=3$ it is $3-4[\tfrac{120}{4096}+\tfrac{24}{1024}]=3-\tfrac{27}{128}=\tfrac{357}{128}$. For $k=4$ it is $\tfrac{15}2-4[\tfrac{720}{16384}+\tfrac{120}{4096}]=\tfrac{15}2-\tfrac{75}{256}=\tfrac{1845}{256}$. Then
$$(n_0|n_2)=\langle pv_0\rangle=-\frac{155}{16}+\frac{77}{32}+\frac{595}{256}+\frac{615}{512}=\frac{-4960+1232+1190+615}{512}=-\frac{1923}{512}. \qquad\square$$

**Lemma 6.** $(n_1|n_1)=\dfrac{267}{256}$.

*Proof.* Here $n_1=-\frac2\pi s(r)e^{-2r}P_1$. Insert $r_{12}^{-1}=\sum_l(r_<^l/r_>^{l+1})P_l(\cos\gamma)$, with $\gamma$ the angle between $\mathbf r_1$ and $\mathbf r_2$. The addition theorem gives $\int P_l(\cos\gamma)P_1(\mu_2)d\Omega_2=\delta_{l1}\frac{4\pi}3P_1(\mu_1)$, and $\int P_1^2d\Omega_1=\frac{4\pi}3$. The prefactor is $(\frac{4\pi}3)^2\frac4{\pi^2}=\frac{64}9$. In the radial double integral the regions $r_1<r_2$ and $r_1>r_2$ contribute equally. With $x$ the smaller and $r$ the larger radius, the weight $x^2r^2\cdot x/r^2$ equals $x^3$, so
$$(n_1|n_1)=\frac{64}9I,\qquad I=2\int_0^\infty dx\,s(x)x^3e^{-2x}\int_x^\infty s(r)e^{-2r}dr .$$
By parts, $\int_x^\infty re^{-2r}dr=e^{-2x}(\tfrac x2+\tfrac14)$ and $\int_x^\infty r^2e^{-2r}dr=e^{-2x}(\tfrac{x^2}2+\tfrac x2+\tfrac14)$, so the inner integral is $e^{-2x}(\tfrac14x^2+\tfrac34x+\tfrac38)$. Multiplying by $s\,x^3=x^4+\tfrac12x^5$ gives $\tfrac38x^4+\tfrac{15}{16}x^5+\tfrac58x^6+\tfrac18x^7$. Therefore
$$I=2\Big[\frac38\frac{4!}{4^5}+\frac{15}{16}\frac{5!}{4^6}+\frac58\frac{6!}{4^7}+\frac18\frac{7!}{4^8}\Big]=2\,\frac{576+1800+1800+630}{65536}=\frac{2403}{16384},$$
and $\frac{64}9\cdot\frac{2403}{16384}=\frac{267}{256}$. $\square$

A quadrature in the interparticle distances, which makes no use of the multipole expansion, gives $-7.51171875$ and $1.04296875$ for the integrals of Lemmas 5 and 6, and the program asserts agreement with the fractions.

*Proof of Theorem 2.* Lemmas 3 and 4 give $E_{02}=-\tfrac92$, so $a_0=9$. Equation (10) with Lemmas 5 and 6 gives
$$E_{12}=\frac{-1923+267}{256}=-\frac{1656}{256}=-\frac{207}{32},\qquad a_1=\frac{1923}{128}-\frac{267}{128}=\frac{207}{16}=12.9375 .$$
Lemma 2 identifies these with the Taylor coefficients of (8) and bounds the rest by a constant times $\lambda^2$. Division by $Z^4$ completes the proof. $\square$

*Proof of the Corollary.* From $(1-y)^{-4}=1+4y+10y^2+\dots$ with $y=\sigma/Z$,
$$\frac9{(Z-\sigma)^4}=\frac9{Z^4}+\frac{36\sigma}{Z^5}+\frac{90\sigma^2}{Z^6}+\dots$$
Matching $36\sigma=\tfrac{207}{16}$ gives $\sigma=\tfrac{207}{576}=\tfrac{23}{64}=0.359375$. The next coefficient is $90\sigma^2=11.62$, while the correlated calculation described below gives $a_2=13.92$. The inequality of the two is a numerical result. $\square$

## Remarks on Theorem 2

**Remark 4 (the form (c)).** Expanding the product $\Phi$ gives $\psi_{01}=[g_1(1)+g_1(2)]\psi_{00}$ and $\psi_{02}=[g_2(1)+g_2(2)+g_1(1)g_1(2)]\psi_{00}$. The cross term contributes $(g_1\varphi_0^2|g_1\varphi_0^2)=\tfrac14(n_1|n_1)=\tfrac{267}{1024}$. From the moments of Lemma 5,
$$\langle g_1^2v_0\rangle=\tfrac13\Big(\tfrac{21}{16}+\tfrac{357}{128}+\tfrac{1845}{1024}\Big)=\tfrac{2015}{1024},\qquad \langle av_0\rangle=-\tfrac{405}{128}+\tfrac{63}{64}+\tfrac{357}{512}+\tfrac{1845}{6144}=-\tfrac{2421}{2048}.$$
With $\langle01|01\rangle=2\langle g_1^2\rangle=\tfrac{43}4$ and $E_{10}\cdot\tfrac{43}4=\tfrac{6880}{1024}$,
$$\langle01|V-E_{10}|01\rangle=\frac{4030+534-6880}{1024}=-\frac{579}{256},\qquad \langle00|V|02\rangle=\frac{-2421+267}{1024}=-\frac{1077}{512}.$$
Part (c) gives $-\tfrac{579}{256}-\tfrac{1077}{256}=-\tfrac{207}{32}$ again. By part (b), the matrix element $\langle10|W|01\rangle$ of the correlated function $\psi_{10}$ equals $-\tfrac{1077}{512}$, although $\psi_{10}$ itself was never found.

**Remark 5 (a limiting case).** Replace the repulsion by $V=\sigma/r_1+\sigma/r_2$. In physical units this turns $Z$ into $Z-\sigma$, so the polarizability is exactly $9/(Z-\sigma)^4$. Theorem 1(d) now gives $E_{12}=2\sigma\langle p/r\rangle$, and
$$\langle p/r\rangle=-\tfrac{31}2+\tfrac{11}6\cdot\tfrac32+\tfrac56\cdot3+\tfrac16\cdot\tfrac{15}2=-9 .$$
So $a_1=36\sigma$, in agreement with the binomial series. This checks the polynomial $p$, and it gives the corollary a meaning: $23/64$ is the strength of the $1/r$ potential that has the same first-order effect on $\alpha$ as the true repulsion.

**Remark 6 (the screening constant belongs to the property).** The energy is $Z^2(E_{00}+E_{10}/Z)=-Z^2+\tfrac58Z$ through first order. Matching $-(Z-\sigma_E)^2=-Z^2+2\sigma_EZ+\dots$ gives $\sigma_E=\tfrac5{16}$. Used in the polarizability, it would give $a_1=36\cdot\tfrac5{16}=\tfrac{45}4$ in place of $\tfrac{207}{16}$. The formula $9/(Z-5/16)^4$ is therefore wrong already at order $Z^{-5}$. The energy averages the repulsion over $n_0$ alone, and the polarizability averages it over the field-induced changes $n_1$ and $n_2$.

**Remark 7 (signs of the two parts).** The polynomial $p$ increases with $r$ and has $\langle p\rangle=0$, so it changes sign once, at some $r^*$. The potential $v_0$ decreases, since by Gauss's law $v_0'=-q(r)/r^2$ with $q>0$ the enclosed charge. Then $\langle pv_0\rangle=\langle p\,[v_0-v_0(r^*)]\rangle$, and the integrand is nowhere positive. At second order the field moves charge outward on average, where the repulsion from the other electron is weaker, and this raises $\alpha$ by $+\tfrac{1923}{128}Z^{-5}$. The second part $(n_1|n_1)$ is positive because the Fourier transform $4\pi/k^2$ of the Coulomb kernel is positive. Both electrons are displaced in the same direction, their induced dipole densities repel, and $\alpha$ is lowered by $\tfrac{267}{128}Z^{-5}$.

**Remark 8 (mean field).** For the singlet with one doubly occupied real orbital the Hartree-Fock energy is the stationary value of $2\langle\varphi|h+fz|\varphi\rangle+\lambda(\varphi^2|\varphi^2)$ under $\langle\varphi|\varphi\rangle=1$. Variation gives $(h+fz+\lambda J)\varphi=\epsilon\varphi$ with $J$ the potential of $\varphi^2$. Let $\varphi^{(0)}$, $J^{(0)}$, $\epsilon^{(0)}$ be the field-free solution. At first order in $f$ one obtains the Sternheimer equation
$$(h+\lambda J^{(0)}-\epsilon^{(0)})\varphi^{(1)}=-(z+\lambda v^{(1)})\varphi^{(0)},$$
where $v^{(1)}$ is the potential of $2\varphi^{(0)}\varphi^{(1)}$. Stationarity gives $\partial E/\partial f=2\int\varphi^2z=4f\langle\varphi^{(0)}|z|\varphi^{(1)}\rangle$, so $Z^4\alpha=-4\langle\varphi^{(0)}|z|\varphi^{(1)}\rangle$. Stationarity also gives $\partial E/\partial\lambda=(\varphi^2|\varphi^2)$, and at $\lambda=0$ the orbital is the exact $\varphi(f)$. The coupled Hartree-Fock energy therefore has the $\lambda^1$ term $(n(f)|n(f))$ of Lemma 4, and its $a_1$ is exact. If $v^{(1)}$ is dropped, each electron responds in the fixed local potential of $h+\lambda J^{(0)}$ with $J^{(0)}=v_0+O(\lambda)$. Theorem 1(d) for one electron then gives $\langle pv_0\rangle$ per electron and $a_1=\tfrac{1923}{128}$. This statement holds for the uncoupled scheme with that local potential. Differences of the numerically computed mean-field $\alpha(\lambda)$ give $a_1=12.93750$ coupled and $15.02344$ uncoupled, and both are asserted against the fractions. The coupled scheme has $a_2=13.04$ against the correlated $13.92$, so correlation first changes $\alpha$ at order $Z^{-6}$.

**Remark 9 (where the result fails).** For the $1s2s$ states, the configurations $1s2s$ and $1s2p$ are degenerate under $H_0$ and connected by $W$. If the repulsion splits them at first order, Remark 3 applies, $E^{(2)}\propto1/\lambda$, and $\alpha$ starts at $Z^{-3}$. The same holds for the $1s^22s$ ground state of three-electron ions. Theorem 2 is asymptotic in $1/Z$ within a nonrelativistic model. Relativistic corrections have the relative order $(Z/c)^2$ with $c$ roughly $140$ in atomic units, so they grow where the series improves. The model also neglects the finite nuclear mass $M$. For neutral helium the reduced-mass scaling alone multiplies $\alpha$ by $(1+1/M)^3$, a relative change of about $4\times10^{-4}$ for $^4$He.

## Worked example: He, Li$^+$, Be$^{2+}$, C$^{4+}$, Ne$^{8+}$

The reference values come from (8) in a Hylleraas-type basis. The $S$ functions are the symmetric polynomials in $r_1,r_2,r_{12}$ of total degree up to $N$ times $e^{-\zeta(r_1+r_2)}$. The $P$ functions are $z_1t(r_1,r_2,r_{12})+z_2t(r_2,r_1,r_{12})$ with $t$ of the same kind but unsymmetrized. Here $N=10$ and $\zeta$ is set to $\sqrt{-E}$ in scaled units, with $E$ from a smaller basis. The program asserts the virial theorem, the Thomas-Reiche-Kuhn sum and the stability of $\alpha$ between $N=8$ and $N=10$. The relative change is $2.7\times10^{-6}$ for He and smaller for the ions; it indicates the basis error without bounding it. The Hartree-Fock values use ten radial functions per symmetry, and their basis convergence was not tested separately.

With $\zeta=1$ and small $\lambda$ of both signs, five-point differences of $Z^4\alpha$ give $a_0=9.0000000$, $a_1=12.93750$ and $a_2=13.923$, the last unchanged to these digits between $N=8$ and $N=10$. The basis also yields a numerical $\psi_{10}$. Between $N=5$ and $N=10$ the energy $E_{20}=\langle00|V|10\rangle$ moves from $-0.15764673$ to $-0.15766608$, so $\psi_{10}$ is still changing (the $N=10$ value lies about $3\times10^{-7}$ above the converged $-0.1576664$), while $\langle10|W|01\rangle=-2.10351562$ in both bases, equal to $-\tfrac{1077}{512}$. The reason can be derived. The basis solution $\psi_{10}^B$ satisfies (1) when projected on any basis function $\chi$. It has $S$ symmetry, so (3) gives $\langle\psi^B_{10}|W|01\rangle=-\langle\psi_{10}^B|A|\psi_{02}^S\rangle$, with $\psi_{02}^S$ the $S$ part of $\psi_{02}$. The rotational average of $\mu_1\mu_2$ is $\tfrac13\cos\gamma$, so
$$\psi_{02}^S=\Big[a(r_1)+a(r_2)+\tfrac16\big(1+\tfrac{r_1}2\big)\big(1+\tfrac{r_2}2\big)\big(r_1^2+r_2^2-r_{12}^2\big)\Big]\psi_{00},$$
a polynomial of degree four, which lies in the basis. Taking $\chi=\psi_{02}^S$ in the projected equation (1) turns the matrix element into $\langle00|V|02\rangle$, whatever error $\psi_{10}^B$ has in other directions.

For helium, $Z=2$, the first term is $9/16=0.5625$ and the second is $207/512=0.4043$, so the two-term value is $0.9668$ bohr$^3$. The screened charge is $2-0.359375=1.640625$, its fourth power is $7.245$, and $9/7.245=1.2422$ bohr$^3$. The correlated value is $1.3832$ bohr$^3$, with ground-state energy $-2.90372$ hartree. Relative to it the two-term value is low by $30.1\%$ and the screened value by $10.2\%$. The energy screening $5/16$ gives $1.1099$ bohr$^3$. With $1$ bohr$^3=0.148185$ Å$^3$ the correlated, screened and two-term values are $0.2050$, $0.1841$ and $0.1433$ Å$^3$.

Polarizabilities in bohr$^3$:

| $Z$ | correlated | coupled HF | two terms | screened |
|---|---|---|---|---|
| 2 | 1.3832 | 1.322 | 0.9668 | 1.2422 |
| 3 | 0.19245 | 0.1895 | 0.16435 | 0.1851 |
| 4 | 0.052269 | 0.05186 | 0.047791 | 0.051232 |
| 6 | 0.0089639 | 0.008935 | 0.0086082 | 0.0088907 |
| 10 | 0.0010448 | 0.001044 | 0.0010294 | 0.0010419 |

These digits describe the nonrelativistic model with an infinitely heavy nucleus. For the real Ne$^{8+}$ ion the neglected relative order $(Z/c)^2$ is roughly half a percent; it lowers $\alpha$, by more than the error of the screened formula within the model. For $^4$He the finite nuclear mass raises $\alpha$ by about $0.0006$ bohr$^3$, to $1.3838$.

Two derived quantities show the approach to the theorem. The effective screening is $\sigma_{\rm eff}=Z-(9/\alpha)^{1/4}$, and the scaled remainder is $\Delta=Z^2(Z^4\alpha-9-\tfrac{207}{16Z})$, which by (7) tends to $a_2$. For helium $(9/1.3832)^{1/4}=1.5971$ gives $\sigma_{\rm eff}=0.4029$, and $4\,(22.131-9-6.469)=26.65$. Errors are relative to the correlated value.

| $Z$ | two terms (%) | screened (%) | $\sigma_{\rm eff}$ | $\Delta$ |
|---|---|---|---|---|
| 2 | −30.10 | −10.19 | 0.4029 | 26.65 |
| 3 | −14.60 | −3.82 | 0.3850 | 20.49 |
| 4 | −8.57 | −1.98 | 0.3776 | 18.34 |
| 6 | −3.97 | −0.82 | 0.3709 | 16.60 |
| 10 | −1.48 | −0.28 | 0.3661 | 15.42 |

The program asserts that both $\sigma_{\rm eff}$ and $\Delta$ fall along the table and stay above $23/64$ and $a_2$, and that the screened value lies between the two-term and the correlated value for all five charges. The rate of approach follows from (7). Setting $\sigma_{\rm eff}=\sigma+\tau/Z$ in the binomial series gives $36\tau+90\sigma^2=a_2$, so $\tau=(13.923-11.624)/36=0.064$. At $Z=10$ this predicts $0.3594+0.0064=0.3658$, close to the computed $0.3661$. At leading order the relative errors are $-a_2/(9Z^2)$ for two terms and $-(a_2-90\sigma^2)/(9Z^2)$ for the screened form, which at $Z=10$ are $-1.5\%$ and $-0.26\%$ against the computed $-1.48\%$ and $-0.28\%$. At large $Z$ the screened form gains its advantage because its $Z^{-6}$ coefficient, $11.62$, happens to supply most of the true $13.92$; the theorem does not guarantee this.

At helium the leading orders no longer describe the errors. The remainder $\Delta=26.65$ is nearly twice $a_2$. The $Z^{-6}$ correlation term $(13.923-13.040)/64=0.014$ bohr$^3$ accounts for less than a quarter of the gap $1.3832-1.322=0.061$ bohr$^3$ between the correlated and the coupled Hartree-Fock value. Within the model, the screened formula with $23/64$ is good to better than $1\%$ for C$^{4+}$ and Ne$^{8+}$ and to $2\%$ for Be$^{2+}$, while none of the approximations compared here reaches $1\%$ for He or Li$^+$, since even the coupled Hartree-Fock values $1.322$ and $0.1895$ lie more than $1\%$ below $1.3832$ and $0.19245$.

## Numbers as computed

```
matrix model E11: eigenvalue differences 0.7682511286, interchange 0.7682511286
matrix model E12: eigenvalue differences -0.0825033264, interchange -0.0825033264
g1/P1 = -r**2/2 - r ; e2 = -9/4 ; E10 = 5/8 (scaled hartree)
g2, l=0 part: r**4/24 + r**3/4 + 3*r**2/4 - 81/16
g2, l=2 part: r**4/12 + 5*r**3/12 + 5*r**2/8
n2/phi0^2, l=0 part: r**4/6 + 5*r**3/6 + 11*r**2/6 - 31/2
<r^2>,<r^3>,<r^4> = [3, 15/2, 45/2] ; <g1^2> = 43/8
<r^k v0>, k=0,2,3,4: [5/8, 21/16, 357/128, 1845/256]
tail integral times exp(2r): r**2/4 + 3*r/4 + 3/8 ; I = 2403/16384
2(n0|n2) = -1923/256 ; (n1|n1) = 267/256 ; E12 = -207/32
<01|V-E10|01> = -579/256 ; <00|V|02> = -1077/512
a0 = 9 ; a1 = 207/16 = 12.9375 ; parts 1923/128 -267/128
sigma = 23/64 = 0.359375 ; 90 sigma^2 = 11.6235
energy screening 5/16 would give a1 = 45/4
quadrature without multipoles: 2(n0|n2) = -7.5117187500, (n1|n1) = 1.0429687500
order 5:  E20 = -0.15764673, <10|W|01> = -2.10351562
order 10: E20 = -0.15766608, <10|W|01> = -2.10351562, <01|V-E10|01> = -2.26171875
correlated: a0 = 9.0000000, a1 = 12.93750, a2 = 13.923 (order 8: 13.923)
coupled HF: a1 = 12.93750, a2 = 13.040; uncoupled: a1 = 15.02344
Z, E (hartree), alpha (bohr^3): correlated, coupled HF, 1 term, 2 terms, screened
 2 -2.90372 1.3832 1.322 0.5625 0.9668 1.2422
 3 -7.27991 0.19245 0.1895 0.11111 0.16435 0.1851
 4 -13.65557 0.052269 0.05186 0.035156 0.047791 0.051232
 6 -32.40625 0.0089639 0.008935 0.0069444 0.0086082 0.0088907
10 -93.90681 0.0010448 0.001044 0.0009 0.0010294 0.0010419
Z, error 2 terms (%), error screened (%), sigma_eff, Z^2*remainder, order 8 vs 10 rel.
 2 -30.10 -10.19 0.4029 26.65 2.7e-06
 3 -14.60 -3.82 0.3850 20.49 1.0e-06
 4 -8.57 -1.98 0.3776 18.34 5.7e-07
 6 -3.97 -0.82 0.3709 16.60 2.4e-07
10 -1.48 -0.28 0.3661 15.42 8.4e-08
1 bohr^3 = 0.148185 angstrom^3
He: Z-sigma = 1.640625; energy-screened alpha = 1.1099 bohr^3
He alpha (angstrom^3): correlated 0.2050, 2 terms 0.1433, screened 0.1841
```
